# Dropping the Diffusivity Gradient Can Break Solute Conservation

Diffusion with a variable diffusivity \(D\) obeys \(c_t=(Dc_x)_x=Dc_{xx}+D_xc_x\), where subscripts \(x\) and \(t\) denote derivatives. If the term \(D_xc_x\) is dropped, the remaining equation \(c_t=Dc_{xx}\) need not conserve solute, even in a closed periodic system. For

\[
D(c)=D_0e^{b(c-c_0)},\qquad c(x,0)=c_0+A\cos kx,\qquad k=\frac{2\pi}{L},
\]

with \(b,A>0\), the shortened equation ends at the uniform composition

\[
c_\infty=c_0-\frac{\ln I_0(bA)}{b}
\]

instead of \(c_0\), where \(I_0\) is a modified Bessel function. In the example below, one sixth of the solute disappears.

## The counter-example

Let \(c\) be the site fraction of solute, with constant volume per site, no sources and no gradient energy. The content of one period, \(N=\int_0^L c\,dx\), is a length: the thickness the solute would have if collected into a pure layer. The algebra is in atomic units, with temperature expressed as an energy \(\theta\).

The exponential diffusivity follows from an activation barrier that falls linearly with composition, \(E=E_0-g(c-c_0)\). With prefactor \(D_{\rm p}\),

\[
D=D_{\rm p}e^{-E/\theta}=D_0e^{b(c-c_0)},\qquad D_0=D_{\rm p}e^{-E_0/\theta},\qquad b=\frac g\theta .
\]

Identifying this Arrhenius factor with the Fickian \(D\) assumes an ideal solution, in which composition lowers the saddle-point energy and leaves the site energies unchanged. If the barrier fell instead because occupied sites are raised in energy, a mean-field balance of hops would multiply \(D\) by the thermodynamic factor \(1+bc(1-c)\), and \(D(c)\) would no longer be purely exponential. The general statements below would still apply, but the Bessel formulas would not.

Take the round model values \(\theta=0.1\) eV, \(E_0=2\) eV, \(g=0.4\) eV, \(D_{\rm p}=10^9\) Å²/µs, \(L=100\) Å, \(c_0=0.5\) and \(A=0.3\). Then \(b=4\), \(z=bA=1.2\), and \(D_0=10^9e^{-20}=2.061\) Å²/µs, or \(1.780\times10^{-10}\) atomic units. The natural time is \(\tau=1/(D_0k^2)=122.9\) µs.

**Initial loss.** The starting profile has \(c_{xx}=-Ak^2\cos kx\). Integrating the shortened equation over a period, with \(\xi=kx\), gives

\[
\frac{dN}{dt}=\int_0^L Dc_{xx}\,dx
=-D_0Ak^2L\,\frac1{2\pi}\int_0^{2\pi}e^{z\cos\xi}\cos\xi\,d\xi
=-D_0Ak^2L\,I_1(z).
\]

The last integral, with its factor \(1/2\pi\), is the definition of \(I_1(z)\). It is positive for \(z>0\), because the exponential gives more weight to positive cosines than to negative ones. Here \(I_1(1.2)=0.7147\), so the rate is \(-0.3\times100\times0.7147/122.9=-0.174\) Å/µs.

**Where the solute goes missing.** The omitted term is \(D_xc_x=D'(c)c_x^2\), with \(D'=dD/dc\). It vanishes at the crest and the trough, where \(c_x=0\), so both equations give the same rates there: \(-0.00811\) and \(+0.00074\) per µs. At the flank \(x=L/4\), the curvature is zero and the shortened equation predicts no change. The true rate is

\[
D'(c_0)c_x^2=bD_0A^2k^2=\frac{4\times0.3^2}{122.9\ \text{µs}}=0.0029\ \text{µs}^{-1}.
\]

The flux \(-Dc_x\) runs down the flank into a region of lower \(D\). More solute therefore arrives than leaves, and the flank fills. The shortened equation removes solute from the crest without delivering all of it to the flanks.

**Final loss.** The shortened equation has a conserved quantity, but it is not the solute content:

\[
\begin{aligned}
\frac d{dt}\int_0^L e^{-b(c-c_0)}dx
&=-b\int_0^L e^{-b(c-c_0)}D_0e^{b(c-c_0)}c_{xx}\,dx\\
&=-bD_0\int_0^Lc_{xx}\,dx=0 .
\end{aligned}
\]

The last integral vanishes because \(c_x\) is periodic. The initial mean of the exponential is

\[
\frac1{2\pi}\int_0^{2\pi}e^{-z\cos\xi}d\xi
=\frac1{2\pi}\int_0^{2\pi}e^{z\cos\xi}d\xi=I_0(z),
\]

where shifting \(\xi\) by \(\pi\) changes the sign in the exponent. The profile becomes uniform at late times, as proved below. Its final value therefore satisfies \(e^{-b(c_\infty-c_0)}=I_0(z)\), which is the result stated at the start. The loss is

\[
N(0)-N(\infty)=\frac{L\ln I_0(z)}b
=\frac{100\ \text{Å}\times\ln1.3937}{4}=8.30\ \text{Å},
\]

or 15.68 bohr. This is 16.6% of the initial 50 Å.

The time course below was computed with central differences on 64 grid points and an adaptive time integrator. The true equation was differenced as a balance of fluxes. The spread is the largest minus the smallest \(c\).

| \(t/\tau\) | \(N\), shortened (Å) | \(N\), true (Å) | Spread, shortened | Spread, true |
|---:|---:|---:|---:|---:|
| 0 | 50.00 | 50.00 | 0.600 | 0.600 |
| 0.25 | 46.67 | 50.00 | 0.448 | 0.466 |
| 1 | 43.22 | 50.00 | 0.247 | 0.229 |
| 4 | 41.72 | 50.00 | 0.028 | 0.011 |
| 25 | 41.70 | 50.00 | 0.000 | 0.000 |

Both profiles flatten, and up to \(t=\tau\) their spreads differ by less than 0.02 in the table, so the spread alone gives little warning. The shortened equation is slower at late times because its final diffusivity is \(D_0e^{b(c_\infty-c_0)}=D_0/I_0(z)\), lower than \(D_0\) by the factor 1.39.

**Small and large contrast.** For small \(z\), \(I_0(z)=1+z^2/4+\dots\), and the loss becomes

\[
\frac{L}{b}\,\frac{z^2}{4}=\frac{LbA^2}{4}.
\]

It is second order in the amplitude. The same follows from the equation itself: with \(c=c_0+\varepsilon u\), the retained term is \(\varepsilon D_0u_{xx}\) to leading order, while the omitted term \(D'(c)c_x^2\) is of order \(\varepsilon^2\). Linearized about a uniform state, the two equations coincide.

With \(A=0.03\), the computed loss is 0.090 Å, or 0.18% of the content. After time \(\tau\), the fraction of the first harmonic remaining on the 64-point grid is 0.3687 for the shortened equation and 0.3681 for the true one, against \(e^{-1}=0.3679\) from linear theory. The grid error raises both computed values by about 0.0003. Agreement in a small-amplitude decay rate is thus no evidence that the term can be dropped at large amplitude.

In the opposite limit, \(b\to\infty\) at fixed \(A\), the composition falls to the trough value \(c_0-A\). To see this, note that \(I_0(z)\le e^z\). Keeping only \(|\xi|<\delta\) in its integral, with \(0<\delta<\pi/2\), also gives \(I_0(z)\ge(\delta/\pi)e^{z\cos\delta}\). Hence

\[
\cos\delta+\frac{\ln(\delta/\pi)}z\le\frac{\ln I_0(z)}z\le1 .
\]

Letting \(z\to\infty\) and then \(\delta\to0\) shows that \(\ln I_0(z)/z\to1\), so \(c_0-c_\infty\to A\).

## The correct general statement

Let \(D>0\) and \(c\) be smooth and periodic in \(x\).

1. The complete equation conserves \(N\).
2. The shortened equation changes it at the rate
\[
\frac{dN}{dt}=-\int_0^LD_xc_x\,dx. \tag{1}
\]
3. If \(D=D(c)\) with \(D'(c)>0\), every non-uniform profile loses solute. If \(D'(c)<0\), every non-uniform profile gains it.
4. For a prescribed \(D(x)\), the shortened equation conserves \(N\) for all periodic profiles if and only if \(D\) is constant.

**Proof.** For the complete equation, \(dN/dt=[Dc_x]_0^L=0\) by periodicity. For the shortened equation, integration by parts gives

\[
\int_0^LDc_{xx}\,dx=[Dc_x]_0^L-\int_0^LD_xc_x\,dx,
\]

and the boundary term again vanishes, which proves (1). If \(D=D(c)\), then \(D_x=D'(c)c_x\), so the integrand is \(D'(c)c_x^2\). It has the sign of \(D'\) wherever \(c_x\ne0\), which proves statement 3. For a prescribed \(D(x)\), constant \(D\) makes (1) vanish. If \(D\) is not constant, choose \(c=c_0+\varepsilon D(x)\), with \(\varepsilon>0\) small enough to keep \(c\) between 0 and 1. Then \(dN/dt=-\varepsilon\int D_x^2dx<0\). ∎

**Approach to a uniform state.** The final-state formula also requires the shortened solution to flatten. First, \(c\) cannot exceed its initial maximum. Consider \(v=c-\eta t\) with \(\eta>0\). If \(v\) had its maximum over a time interval at some \(t>0\), then \(v_t\ge0\) there, so \(c_t\ge\eta\). But \(c_{xx}\le0\) at a spatial maximum, so \(c_t=Dc_{xx}\le0\), a contradiction. Hence \(c\le\max c(x,0)+\eta t\), and \(\eta\to0\) gives the claim. The same argument applied to \(-c\) bounds \(c\) from below. Thus \(D(c)\) stays above a positive constant \(D_{\min}\), its minimum over the initial range of compositions.

Now let \(S=\tfrac12\int_0^L c_x^2dx\). Integration by parts gives

\[
\frac{dS}{dt}=\int_0^L c_xc_{xt}\,dx=-\int_0^L c_{xx}c_t\,dx
=-\int_0^L Dc_{xx}^2\,dx\le-D_{\min}\int_0^L c_{xx}^2\,dx .
\]

The Fourier series of \(c_x\) has no constant term, and its harmonic \(n\) is multiplied by \(ink\) on differentiation. Since \(n^2\ge1\), \(\int c_{xx}^2dx\ge k^2\int c_x^2dx=2k^2S\). Therefore \(S\le S(0)e^{-2D_{\min}k^2t}\). By the Cauchy–Schwarz inequality, any two values of \(c\) differ by at most \(\int|c_x|dx\le\sqrt{2LS}\), which tends to zero.

To find the final level for any positive \(D(c)\), define \(G\) by \(G'(c)=1/D(c)\). Then

\[
\frac d{dt}\int_0^LG(c)\,dx=\int_0^L\frac{Dc_{xx}}D\,dx=0 .
\]

Since \(G\) increases with \(c\), the composition whose \(G\) equals the conserved mean always lies between the smallest and largest \(c\). As these approach each other, they converge to that composition, so \(G(c_\infty)\) is the initial mean of \(G\).

## A second case: diffusivity fixed in space

Let \(D=D_0(1+a\cos kx)\), with \(0<a<1\), and start from \(c=c_0+A\cos(kx-\varphi)\). The mean of \(\cos kx\cos(kx-\varphi)\) is \(\tfrac12\cos\varphi\), so

\[
\frac{dN}{dt}=\int_0^LDc_{xx}\,dx=-\tfrac12aAD_0k^2L\cos\varphi
\]

initially. The sign now depends on the phase.

The flattening argument still holds, with \(D_{\min}=D_0(1-a)\), and the conserved quantity is \(\int(c/D)dx\). Hence \(c_\infty\) is the initial average of \(c\) with weight \(1/D\). To evaluate it, set \(a=2r/(1+r^2)\) with \(0<r<1\), so that \(r=(1-\sqrt{1-a^2})/a\). A geometric series gives

\[
\frac1{1+a\cos\xi}
=\frac{1+r^2}{1+r^2+2r\cos\xi}
=\frac{1+r^2}{1-r^2}\Big[1+2\sum_{n=1}^\infty(-r)^n\cos n\xi\Big].
\]

The weighted average of \(\cos\xi\) is therefore \(-r\), and that of \(\sin\xi\) is zero. Expanding \(\cos(\xi-\varphi)=\cos\xi\cos\varphi+\sin\xi\sin\varphi\), we obtain

\[
c_\infty=c_0-A\cos\varphi\,\frac{1-\sqrt{1-a^2}}a .
\]

For \(a=0.8\), \(r=0.5\). With the earlier \(c_0\), \(A\) and \(L\), the initial 50 Å becomes 35 Å for \(\varphi=0\), remains 50 Å for \(\varphi=90^\circ\), and becomes 65 Å for \(\varphi=180^\circ\). In the middle case \(c-c_0\) is odd in \(x\) while \(D\) is even. The equation preserves this symmetry, so \(N\) stays constant although the local evolution is still wrong.

## Grid refinement does not restore the missing term

On a periodic grid of spacing \(h\), let \(p_i=D_{i+1}-D_i\) and \(q_i=c_{i+1}-c_i\). The shortened scheme changes the content \(h\sum_ic_i\) at the rate

\[
\frac1h\sum_iD_i(q_i-q_{i-1})=-\frac1h\sum_ip_iq_i
\;\longrightarrow\;-\int_0^LD_xc_x\,dx\quad(h\to0).
\]

Refinement therefore converges to the wrong balance. Restoring \(D_xc_x\) by central differences adds

\[
\frac1{4h}\sum_i(p_i+p_{i-1})(q_i+q_{i-1})
=\frac1{4h}\sum_i(2p_iq_i+p_iq_{i-1}+p_{i-1}q_i),
\]

where an index shift has combined the two equal sums. The total is

\[
-\frac1{4h}\sum_i(p_i-p_{i-1})(q_i-q_{i-1})
\simeq-\frac{h^2}{4}\int_0^LD_{xx}c_{xx}\,dx .
\]

This leak is a discretization error and vanishes as \(h^2\). In the first example, the final loss with this expanded scheme is 0.346, 0.087 and 0.022 Å on 16, 32 and 64 points. The shortened scheme loses 8.30 Å on all three grids.

A flux scheme avoids even the smaller leak. With \(J_{i+1/2}=-\tfrac12(D_i+D_{i+1})q_i/h\) and \(dc_i/dt=-(J_{i+1/2}-J_{i-1/2})/h\), each face flux enters the sum over cells once with each sign. The content is then conserved at any spacing, apart from rounding and time-integration error.
